# Band offsets of strained Ge/Si(001) and Si/Ge(001) in model-solid theory

## Problem

A thin Ge film grows coherently on relaxed Si(001), and a thin Si film on relaxed Ge(001). Each film takes the in-plane lattice constant of its substrate and is free to relax along the growth direction \(z\). Define the offsets, in both cases, as

\[
\Delta E_v=E_v(\mathrm{Ge})-E_v(\mathrm{Si}),\qquad
\Delta E_c=E_c(\mathrm{Ge})-E_c(\mathrm{Si}),
\]

where \(E_v\) is the highest valence edge and \(E_c\) the lowest conduction edge of the layer.

1. Estimate the offsets from the size of the strain.
2. Calculate them within model-solid theory and linear deformation potentials.
3. On which side of each interface do electrons and holes have their lowest energies, and how secure is the answer?

The inputs below are taken as given parameters of the model, partly rounded; their digits fix the arithmetic and are not offered as measured values. The Ge \(\Delta\) gap and the Si L gap are deliberately round. Energies are in eV.

| Input | Si | Ge |
|---|---:|---:|
| \(a\) (nm) | 0.543 | 0.565 |
| \(C_{11}\) (GPa) | 167.5 | 131.5 |
| \(C_{12}\) (GPa) | 65.0 | 49.4 |
| \(E_{av}^0\) | −7.03 | −6.35 |
| \(\Delta_0\) | 0.04 | 0.30 |
| \(a_v\) | 2.46 | 1.24 |
| \(b\) | −2.35 | −2.55 |
| \(E_g^\Delta\) | 1.17 | 0.90 |
| \(E_g^L\) | 2.00 | 0.74 |
| \(a_g^\Delta\) | 1.72 | 1.31 |
| \(a_g^L\) | −3.12 | −2.78 |
| \(\Xi_u^\Delta\) | 9.16 | 9.42 |

Here \(E_{av}^0\) is the mean of the three upper valence bands on the model-solid energy scale, and \(\Delta_0\) is the spin–orbit splitting. The potentials \(a_v\) and \(a_g\) give the change of that mean and of a gap per unit relative volume change. Tensile strain is positive. With \(t=\varepsilon_\perp-\varepsilon_\parallel\), the constant \(b\) is defined by the shifts \(2bt\) of the \(p_z\) level and \(-bt\) of \(p_x,p_y\), before spin–orbit coupling. The constant \(\Xi_u\) gives the shift of a conduction valley per unit strain along its own axis at fixed volume.

The bands are taken as flat, without quantum confinement. Only the \(\Delta\) and L conduction valleys compete; the \(\Gamma\) valley is left out.

## First estimate by scaling

In a linear theory each strain shift is proportional to a deformation potential and to the mismatch \(f\approx0.04\). Both crystals have \(C_{12}/C_{11}\approx0.4\), and a film stretched in its plane contracts along \(z\), so

\[
|t|\approx(1+2\times0.4)f=0.072 .
\]

For the estimate, drop the volume shifts, ignore spin–orbit coupling in the strain response, and use \(|b|\approx2.5\) eV and \(\Xi_u\approx9\) eV for both materials.

The relaxed valence edge lies \(\Delta_0/3\) above the mean, as derived below. This gives \(-7.017\) eV for Si and \(-6.250\) eV for Ge, a difference of 0.767 eV. Adding the smallest gap gives relaxed conduction edges of \(-5.847\) eV (Si, \(\Delta\)) and \(-5.510\) eV (Ge, L).

**Ge on Si.** The film is compressed in its plane, so \(t>0\). Since \(b<0\), the \(p_x,p_y\) states rise by \(|b|t\approx0.18\) eV:

\[
\Delta E_v\approx0.767+0.18\approx0.95\ \mathrm{eV}.
\]

The Ge \(\Delta\) level starts at \(-6.250+0.90=-5.350\) eV. Its in-plane valleys fall by \(\Xi_ut/3\approx0.22\) eV, which takes them below L. Hence

\[
\Delta E_c\approx(-5.350+5.847)-0.22\approx0.28\ \mathrm{eV}.
\]

**Si on Ge.** Now \(t<0\), and \(p_z\) rises by \(2|b||t|\approx0.36\) eV. The two valleys along \(z\) fall by \(2\Xi_u|t|/3\approx0.43\) eV. Therefore

\[
\Delta E_v\approx0.767-0.36\approx0.41\ \mathrm{eV},
\]
\[
\Delta E_c\approx0.337+0.43\approx0.77\ \mathrm{eV}.
\]

## Exact solution within the linear model

### Why the two crystals share an energy scale

The mean electrostatic potential of an infinite crystal has no absolute value by itself. Model-solid theory supplies one by building the crystal from neutral, spherical atoms. The potential \(\phi\) of such an atom vanishes outside its charge density \(\rho\). Poisson's equation is \(\nabla^2\phi=-\rho/\varepsilon_0\). Multiply it by \(r^2\) and integrate by parts twice; the surface terms vanish and \(\nabla^2r^2=6\), so

\[
6\int\phi\,d^3r=\int r^2\nabla^2\phi\,d^3r
=-\frac1{\varepsilon_0}\int\rho r^2\,d^3r .
\]

Far inside a crystal, averaging the sum of all atomic potentials over one cell is the same as integrating each atom of the cell over all space. For cell volume \(\Omega\),

\[
\bar\phi=-\frac{1}{6\varepsilon_0\Omega}\sum_{\text{atoms in cell}}\int\rho r^2\,d^3r .
\]

This depends on the bulk cell alone. Moving or exchanging atoms at the interface does not alter the difference between the two interiors.

A numerical solution of Poisson's equation illustrates this. Each model atom has a Gaussian ion of charge \(4e\) and width 0.020 nm, and a neutralizing Gaussian electron cloud of width 0.085 nm on the first side or 0.080 nm on the second. The planes have the spacing of strained Ge on the first side and of relaxed Si on the second. The formula gives a step of \(-0.6742\) eV in mean electron energy, first side minus second. Integration through the stack gives the same value to the digits shown, also after the interface is widened by 0.020 nm or its two adjoining planes are exchanged. These widths are round choices and do not describe real Si or Ge atoms.

A bulk band calculation places \(E_{av}^0\) relative to this mean potential. What the construction omits is every departure of the real charge density from superposed spherical atoms. This includes rearrangement at the interface, and also bond charge in the bulk, which changes the second moment per cell and with it the step.

### Strain

The in-plane strain follows from matching the substrate lattice constant \(a_s\):

\[
\varepsilon_\parallel=\frac{a_s}{a}-1 .
\]

The free surface requires zero normal stress, \(2C_{12}\varepsilon_\parallel+C_{11}\varepsilon_\perp=0\), so

\[
\varepsilon_\perp=-\frac{2C_{12}}{C_{11}}\varepsilon_\parallel,\qquad
\mathrm{Tr}\,\varepsilon=2\varepsilon_\parallel+\varepsilon_\perp .
\]

| Strain (%) | Ge on Si | Si on Ge |
|---|---:|---:|
| \(\varepsilon_\parallel\) | −3.894 | 4.052 |
| \(\varepsilon_\perp\) | 2.926 | −3.144 |
| \(\mathrm{Tr}\,\varepsilon\) | −4.862 | 4.959 |
| \(t\) | 6.819 | −7.196 |

The valence mean moves to \(E_{av}=E_{av}^0+a_v\mathrm{Tr}\,\varepsilon\):

\[
\mathrm{Ge}:\ -6.350-0.060=-6.410\ \mathrm{eV},
\]
\[
\mathrm{Si}:\ -7.030+0.122=-6.908\ \mathrm{eV}.
\]

### Valence splitting

Measure energies from \(E_{av}\), and let \(\mathbf L\) (\(L=1\)) and \(\mathbf S\) (\(S=1/2\)) be dimensionless. The Hamiltonian

\[
H=-3bt\left(L_z^2-\tfrac23\right)+\tfrac23\Delta_0\,\mathbf L\cdot\mathbf S
\]

reproduces the definition of \(b\): \(p_z\) has \(L_z^2=0\) and shifts by \(2bt\), while \(p_x,p_y\) have \(L_z^2=1\) and shift by \(-bt\). Without strain, \(\mathbf L\cdot\mathbf S\) is \(1/2\) for \(J=3/2\) and \(-1\) for \(J=1/2\). The levels are then \(\Delta_0/3\) and \(-2\Delta_0/3\), which fixes the relaxed edge used above.

Set \(\delta=2bt\). The state with \(m_J=3/2\) is \(|1,\uparrow\rangle\), which couples to no other state. Its energy is

\[
E_{3/2}=\frac{\Delta_0}{3}-\frac{\delta}{2}.
\]

For \(m_J=1/2\) the basis is \(|0,\uparrow\rangle,|1,\downarrow\rangle\). The diagonal values of \(\mathbf L\cdot\mathbf S\) are \(0\) and \(-1/2\), and its spin-flip part \(\tfrac12(L_+S_-+L_-S_+)\) gives the off-diagonal value \(1/\sqrt2\). Thus

\[
H_{1/2}=\begin{pmatrix}
\delta&\sqrt2\Delta_0/3\\
\sqrt2\Delta_0/3&-\delta/2-\Delta_0/3
\end{pmatrix}.
\]

Half the trace is \(\delta/4-\Delta_0/6\), and half the difference of the diagonal elements is \(3\delta/4+\Delta_0/6\). The square under the root of the eigenvalue formula is

\[
\left(\frac{3\delta}{4}+\frac{\Delta_0}{6}\right)^2+\frac{2\Delta_0^2}{9}
=\frac14\left(\Delta_0^2+\Delta_0\delta+\frac94\delta^2\right).
\]

With \(R=\sqrt{\Delta_0^2+\Delta_0\delta+9\delta^2/4}\),

\[
E_{1/2}^{\pm}=-\frac{\Delta_0}{6}+\frac{\delta}{4}\pm\frac R2 .
\]

States with opposite \(m_J\) have the same energies. To find the top level, write \(E_{3/2}-E_{1/2}^+=\tfrac12[(\Delta_0-3\delta/2)-R]\) and compare squares:

\[
\left(\Delta_0-\tfrac32\delta\right)^2-R^2=-4\Delta_0\delta .
\]

For \(\delta<0\) the bracket \(\Delta_0-3\delta/2\) is positive and exceeds \(R\), so \(m_J=\pm3/2\) is on top. For \(\delta>0\) it is smaller than \(R\), so \(m_J=\pm1/2\) is on top.

**Ge on Si:** \(\delta=-0.348\) eV, and

\[
E_v=-6.410+0.100+0.174=-6.136\ \mathrm{eV}.
\]

The upper \(m_J=\pm1/2\) level lies at \(-6.293\) eV.

**Si on Ge:** \(\delta=0.338\) eV and \(R=0.522\) eV, so

\[
E_v=-6.908-0.007+0.085+0.261=-6.569\ \mathrm{eV}.
\]

The \(m_J=\pm3/2\) level lies at \(-7.064\) eV.

The ratio \(|\delta|/\Delta_0\) separates two regimes. For \(|\delta|\ll\Delta_0\), \(R\approx\Delta_0+\delta/2\), and the upper levels are \(\Delta_0/3\mp\delta/2\): the edge rises by \(|\delta|/2\) for either sign of strain. For \(\delta\gg\Delta_0\), \(R\approx3\delta/2+\Delta_0/3\), and the top level tends to \(\delta\), the pure \(p_z\) value. The Si film, with \(\delta/\Delta_0\approx8.5\), is in the second regime: diagonalization gives its top state a \(p_z\) weight of 0.999.

### Conduction valleys

To first order in strain, a valley with unit axis \(\hat{\mathbf k}\) can depend on the volume change and on the strain along its axis:

\[
\delta E_c=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\,\hat{\mathbf k}\cdot\varepsilon\cdot\hat{\mathbf k}.
\]

Averaging over equivalent valleys replaces the last factor by \(\mathrm{Tr}\,\varepsilon/3\). The average therefore moves with \(\Xi_d+\Xi_u/3=a_v+a_g\), because a conduction edge is the valence reference plus a gap. For a \(\Delta\) valley along \(z\), the remainder is

\[
\varepsilon_\perp-\frac{2\varepsilon_\parallel+\varepsilon_\perp}{3}=\frac{2t}{3},
\]

and for an in-plane valley it is \(\varepsilon_\parallel-\mathrm{Tr}\,\varepsilon/3=-t/3\). Hence

\[
\bar E_\Delta=E_{av}^0+\frac{\Delta_0}{3}+E_g^\Delta+(a_v+a_g^\Delta)\mathrm{Tr}\,\varepsilon,
\]
\[
E_{\Delta z}=\bar E_\Delta+\frac23\Xi_u^\Delta t,\qquad
E_{\Delta xy}=\bar E_\Delta-\frac13\Xi_u^\Delta t .
\]

Every L axis has \(\hat k_x^2=\hat k_y^2=\hat k_z^2=1/3\), so this diagonal strain shifts the L valleys together, without splitting.

For Ge on Si, \(\bar E_\Delta=-5.350-0.124=-5.474\) eV. For Si on Ge, \(\bar E_\Delta=-5.8467+0.2073\approx-5.639\) eV. The competing edges are:

| Edge (eV) | Ge on Si | Si on Ge |
|---|---:|---:|
| \(\Delta_z\) | −5.046 | −6.079 |
| \(\Delta_{xy}\) | −5.688 | −5.420 |
| L | −5.435 | −5.049 |

Compression turns the lowest Ge edge from L into \(\Delta_{xy}\). Tension selects \(\Delta_z\) in Si.

### Offsets

For Ge on Si,

\[
\Delta E_v=-6.136+7.017\approx0.88\ \mathrm{eV}\quad(1.41\times10^{-19}\ \mathrm J),
\]
\[
\Delta E_c=-5.688+5.847\approx0.16\ \mathrm{eV}\quad(0.25\times10^{-19}\ \mathrm J).
\]

For Si on Ge,

\[
\Delta E_v=-6.250+6.569\approx0.32\ \mathrm{eV}\quad(0.51\times10^{-19}\ \mathrm J),
\]
\[
\Delta E_c=-5.510+6.079\approx0.57\ \mathrm{eV}\quad(0.91\times10^{-19}\ \mathrm J).
\]

Both offsets are positive in both cases. Holes favour Ge, the side with the higher valence edge, and electrons favour Si, the side with the lower conduction edge. The alignment is staggered. The gap across the interface, from the Ge valence edge to the Si conduction edge, is 0.29 eV for Ge on Si and 0.17 eV for Si on Ge. The gaps within the films are 0.45 eV and 0.49 eV.

## Comparison and reliability

| Offset (eV) | Estimate | Linear model |
|---|---:|---:|
| Ge on Si, \(\Delta E_v\) | 0.95 | 0.88 |
| Ge on Si, \(\Delta E_c\) | 0.28 | 0.16 |
| Si on Ge, \(\Delta E_v\) | 0.41 | 0.32 |
| Si on Ge, \(\Delta E_c\) | 0.77 | 0.57 |

The estimate has the right signs and order but is too large each time. The main reason is the neglected volume shift. Taken alone, the volume change lowers the valence edge of the Ge film by 0.060 eV and its \(\Delta\) edge by 0.124 eV; in the Si film it raises the corresponding edges by 0.122 eV and 0.207 eV. All four shifts reduce an offset defined as Ge minus Si. For three of the offsets this accounts for the excess to within 0.01 eV. For the Si valence edge the volume shift of 0.122 eV is larger than the excess of 0.09 eV, because two smaller errors act the other way. The rounded constants overstate the rise of the edge by about 0.02 eV, and the neglect of spin–orbit coupling overstates it by a further 0.01 eV: the strained edge lies close to \(\delta\) above the mean, but the relaxed edge already stood \(\Delta_0/3\) above it, so the splitting raises the edge by about \(\delta-\Delta_0/3\), not \(\delta\).

The two valence offsets differ by 0.56 eV although the materials are the same. The offsets between the valence means, 0.62 eV and 0.56 eV, account for only 0.06 eV of this. The other 0.50 eV comes from the splitting, which raises the top of whichever layer is strained. In a Ge film this adds to the offset; in a Si film it subtracts. A Ge/Si valence offset therefore has to be quoted with its strain state.

The calculation does not measure the error of the model itself, such as the omitted charge rearrangement or the uncertainty of the inputs. Assume, as a working margin, an error of 0.1 to 0.2 eV in each offset. Both valence offsets and the conduction offset for Si on Ge exceed this range. The 0.16 eV conduction offset for Ge on Si does not, so its sign, and with it the staggered alignment, is less secure. As long as \(\Delta_{xy}\) stays below L in the film, it also moves one-to-one with the unstrained Ge \(\Delta\) gap, and it would vanish if that input were

\[
0.90-0.159\approx0.74\ \mathrm{eV}.
\]

The closeness of this number to the Ge L gap is a coincidence of the inputs; the L valley does not enter this offset. For Si on Ge the sides taken by electrons and holes survive the assumed margin, but the 0.17 eV interface gap does not exceed it, so an overlap of the Ge valence edge with the Si conduction edge is not excluded.

At 4% mismatch, linearity is itself an approximation. Replacing \(\mathrm{Tr}\,\varepsilon\) by \(\ln(\Omega/\Omega_0)\), with \(\Omega_0\) the unstrained volume, changes the valence mean by \(-0.0025\) eV in the Ge film and \(-0.0052\) eV in the Si film. That part of the second-order error is small, but it does not bound nonlinear elasticity or nonlinear splitting.

The results also require a film thin enough to remain coherent. In such a film confinement lowers the hole levels of Ge on Si and raises the electron levels of Si on Ge. The energy steps between those confined levels and the substrate edges are then smaller than the band-edge offsets calculated here, and they can vanish. A film with a free surface is a one-sided well. If the surface acts as a hard wall, a well of depth \(V\) and thickness \(d\) holds a level of mass \(m\) only when \(d>\pi\hbar/(2\sqrt{2mV})\). For an assumed hole mass of \(0.2\,m_0\) and \(V=0.88\) eV this is about 0.7 nm, roughly five Ge planes. The envelope picture is crude at that scale, but it shows that the sides found above describe flat band edges and need not hold for the thinnest films. If the film relaxes by forming dislocations, \(\varepsilon_\parallel\) no longer follows from the substrate lattice constant, and the edges must be recalculated with the actual strain.
